# Superlattice period from adjacent X-ray satellites in symmetric diffraction

## Definitions and conventions

A superlattice is a stack of $M\ge 2$ identical periods, each of thickness $\Lambda$. In epitaxial growth one period is what one growth cycle deposits, so $\Lambda$ divided by the cycle time is the mean growth rate. The $z$ axis is normal to the layers and points into the stack.

A plane X-ray wave of wavelength $\lambda$ and wavenumber $k=2\pi/\lambda$ falls on the stack. The angle $\theta$ is measured **from the layer planes**, not from their normal. The geometry is symmetric: the detected wave leaves at the same angle $\theta$, in the plane of incidence. The beam is then deflected by $2\theta$, the angle read on a detector circle. All formulas below contain $\theta$.

The scattering wavenumber is

$$q=\frac{4\pi\sin\theta}{\lambda}. \tag{1}$$

One period contains $N$ atomic planes at depths $z_j$, $j=1,\dots,N$, with scattering strengths $f_j$ in common arbitrary units. The $f_j$ are taken as constant over the angular range considered. Their values and the spacings within a period are otherwise free, so graded interfaces are included.

The assumptions are:

1. Scattering is elastic and kinematic: each detected wave has been scattered once, and the incident wave is not weakened.
2. All periods are equal and parallel to the surface.
3. Refraction is neglected.

Assumption 3 is removed in Proposition 3.

## The theorem

**Theorem.** Under assumptions 1 to 3 the scattered intensity is the product of the intensity from one period and an interference factor. The principal maxima of the interference factor lie at angles $\theta_n$ with

$$2\Lambda\sin\theta_n=n\lambda,\qquad n \text{ integer}, \tag{2}$$

and two consecutive ones determine the period:

$$\boxed{\Lambda=\frac{\lambda}{2(\sin\theta_{n+1}-\sin\theta_n)}} \tag{3}$$

The observed peaks, called satellites, are the maxima of the whole product that belong to the principal maxima of the interference factor. They lie at $\theta_n$ up to a shift that vanishes for large $M$ (Proposition 2), provided the intensity from one period is not zero there.

**Lemma 1 (factorization).** The scattered amplitude is

$$A(q)=F(q)\sum_{m=0}^{M-1}e^{imq\Lambda},\qquad F(q)=\sum_{j=1}^{N}f_je^{iqz_j}. \tag{4}$$

*Proof.* Let $\mathbf k_i$ and $\mathbf k_f$ be the incident and detected wavevectors. A scatterer at $\mathbf r$ receives the incident wave with phase $\mathbf k_i\cdot\mathbf r$. Its wave reaches the distant detector with the further phase $-\mathbf k_f\cdot\mathbf r$, because a scatterer displaced towards the detector has a shorter path to it. The total is $(\mathbf k_i-\mathbf k_f)\cdot\mathbf r$.

In symmetric geometry the components of $\mathbf k_i$ and $\mathbf k_f$ along the layers are equal and cancel. The $z$ components are $+k\sin\theta$ and $-k\sin\theta$, so the phase is $2kz\sin\theta=qz$. All atoms of one plane therefore scatter in phase, and the plane contributes $f_je^{iqz}$. Plane $j$ of period $m$ lies at $z=z_j+m\Lambda$, and

$$A=\sum_{m=0}^{M-1}\sum_{j=1}^{N}f_je^{iq(z_j+m\Lambda)}
=\Big(\sum_{j=1}^{N}f_je^{iqz_j}\Big)\Big(\sum_{m=0}^{M-1}e^{imq\Lambda}\Big).\qquad\blacksquare$$

**Lemma 2 (interference factor).** With $x=q\Lambda/2$,

$$S(q)=\Big|\sum_{m=0}^{M-1}e^{2imx}\Big|^2=\frac{\sin^2(Mx)}{\sin^2x}. \tag{5}$$

Its largest value is $M^2$, reached exactly where $x=\pi n$ with integer $n$.

*Proof.* The geometric sum is

$$\sum_{m=0}^{M-1}e^{2imx}=\frac{e^{2iMx}-1}{e^{2ix}-1}
=\frac{e^{iMx}\,2i\sin(Mx)}{e^{ix}\,2i\sin x},$$

and the phase factors have modulus one, which gives (5). A sum of $M$ numbers of modulus one has modulus at most $M$, with equality only if all are equal. The first two are $1$ and $e^{2ix}$, so equality requires $e^{2ix}=1$, that is $x=\pi n$. Conversely, at $x=\pi n$ every term equals one. $\blacksquare$

*Proof of the theorem.* Lemma 1 gives $|A|^2=|F|^2S$. By Lemma 2 the principal maxima of $S$ satisfy $q\Lambda=2\pi n$. Inserting (1) gives

$$\frac{4\pi\Lambda\sin\theta_n}{\lambda}=2\pi n
\quad\Longrightarrow\quad 2\Lambda\sin\theta_n=n\lambda .$$

For the next order, $2\Lambda\sin\theta_{n+1}=(n+1)\lambda$. Subtraction removes the unknown $n$:

$$2\Lambda(\sin\theta_{n+1}-\sin\theta_n)=\lambda,$$

and division by the bracket gives (3). $\blacksquare$

**Remark 1 (what the period does not tell).** At a given wavelength the angles $\theta_n$ depend on $\Lambda$ alone. How the period is divided into layers, and how sharp the interfaces are, enters $F$ and hence the intensities. With refraction neglected, it affects the observed positions only through the small shift of Proposition 2. With refraction, the division also sets the mean $\delta$ of Proposition 3 and moves the peaks through it.

**Remark 2 (close satellites).** Since $\sin\theta_{n+1}-\sin\theta_n=2\cos\bar\theta\,\sin(\Delta\theta/2)$, with $\bar\theta$ the mean angle and $\Delta\theta$ the difference, a small $\Delta\theta$ in radians gives

$$\Lambda\approx\frac{\lambda}{2\,\Delta\theta\cos\bar\theta}. \tag{6}$$

On the detector circle the separation is $2\Delta\theta$, which absorbs the factor 2 in the denominator.

**Remark 3 (absolute order).** Let $\bar d=\Lambda/N$ be the mean plane spacing. Order $n=N$ lies at $\sin\theta=N\lambda/(2\Lambda)=\lambda/(2\bar d)$, the Bragg angle of the mean spacing. It is called satellite 0, and the others are numbered $s=n-N$. This presumes a whole number $N$ of planes per period. A real growth cycle need not deposit a whole number. The peaks then lie near $q=2\pi/\bar d+2\pi s/\Lambda$, so (3) still applies, but (2) with integer $n$ does not.

## Missing satellites

If the two peaks used are $m$ orders apart, subtraction gives $2\Lambda(\sin\theta_{n+m}-\sin\theta_n)=m\lambda$. Formula (3) then returns $\Lambda/m$.

**Proposition 1.** Let a period consist of $P$ planes of strength $f_A$ followed by $P$ planes of strength $f_B\neq f_A$, all with spacing $d$, so that $N=2P$. For $0<|s|<N$, satellite $s$ vanishes if $s$ is even. If $s$ is odd,

$$|F|^2=\frac{(f_A-f_B)^2}{\sin^2(\pi s/N)}. \tag{7}$$

*Proof.* Here $\Lambda=Nd$, so at order $N+s$ the phase step per plane is $qd=2\pi(N+s)/N$, equivalent to $2\pi s/N$. Across the first $P=N/2$ planes the phase grows by $\pi s$. Hence

$$F=(f_A+f_Be^{i\pi s})\sum_{j=0}^{P-1}e^{2\pi isj/N}
=(f_A+f_Be^{i\pi s})\,\frac{1-e^{i\pi s}}{1-e^{2\pi is/N}} .$$

For even $s$ the numerator $1-e^{i\pi s}$ is zero. For odd $s$ it is 2 and the first bracket is $f_A-f_B$. The modulus of the denominator is $2|\sin(\pi s/N)|$, which gives (7). $\blacksquare$

With $N=36$ and $d=0.282$ nm the period is 10.152 nm. Satellite $+2$ is absent, while $+3$ has $\sin^2(\pi/36)/\sin^2(3\pi/36)=0.113$ of the one-period intensity of $+1$. Taking $+1$ and $+3$ as neighbours gives 5.076 nm, half the true period.

## Finite number of periods

**Proposition 2.** Let $F\ne0$ at $q_n=2\pi n/\Lambda$, and let $g=d\ln|F|^2/dq$ there. To leading order for large $M$, the observed maximum lies at $q_n+\delta q$ with

$$\delta q=\frac{6g}{(M^2-1)\Lambda^2}. \tag{8}$$

*Proof.* Put $x=\pi n+\varepsilon$ with $\varepsilon=\Lambda\,\delta q/2$. Shifting the argument of a sine by a multiple of $\pi$ changes at most its sign, so $S=\sin^2(M\varepsilon)/\sin^2\varepsilon$. From $\sin u\approx u(1-u^2/6)$ and $\ln(1-v)\approx-v$,

$$\ln S\approx2\Big[\ln M-\frac{M^2\varepsilon^2}{6}+\frac{\varepsilon^2}{6}\Big]
=\ln M^2-\frac{(M^2-1)\Lambda^2(\delta q)^2}{12}.$$

Near $q_n$ also $\ln|F|^2\approx\text{constant}+g\,\delta q$. The derivative of the sum vanishes at the maximum:

$$g-\frac{(M^2-1)\Lambda^2}{6}\,\delta q=0,$$

which is (8). The curvature of $\ln|F|^2$ has been dropped. This requires it to be small compared with $(M^2-1)\Lambda^2/6$. The expansion of $\ln S$ also requires $M|\varepsilon|\ll1$, that is $3|g|/(M\Lambda)\ll1$. $\blacksquare$

The peak is pulled towards the side on which one period scatters more strongly. Any other smooth angular factor, such as polarization, multiplies $|F|^2$ and adds its own logarithmic slope to $g$.

Formula (3) can be written as $2\pi$ divided by the separation of the peaks in $q$. The shifts change this separation from $2\pi/\Lambda$ to $2\pi/\Lambda+\delta q_{n+1}-\delta q_n$, so to first order

$$\frac{\Delta\Lambda}{\Lambda}\approx-\frac{\Lambda}{2\pi}(\delta q_{n+1}-\delta q_n)
=-\frac{3}{\pi}\,\frac{g_{n+1}-g_n}{(M^2-1)\Lambda}. \tag{9}$$

The error falls as $1/M^2$ for large $M$. Equal shifts of both peaks cancel.

## Refraction

**Proposition 3.** Let the squared refractive index be $1-2\delta$, with $\delta$ small and absorption neglected. If $\sin^2\theta>2\delta$, then (2) becomes

$$2\Lambda\sqrt{\sin^2\theta_n-2\delta}=n\lambda. \tag{10}$$

*Proof.* The wavevector component along the surface, $k\cos\theta$, is conserved on entry. Inside, the squared wavenumber is $k^2(1-2\delta)$, so the normal component obeys

$$k_z^2=k^2(1-2\delta)-k^2\cos^2\theta=k^2(\sin^2\theta-2\delta).$$

The phase gained per period on the way in and out is $2k_z\Lambda$. Setting it equal to $2\pi n$ gives (10). $\blacksquare$

If the layers have different $\delta_i$ and thicknesses $t_i$, the mean $\bar\delta=\sum_i\delta_it_i/\Lambda$ is to be used. To first order in $\delta_i-\bar\delta$, the normal component in layer $i$ differs from its mean-medium value by an amount proportional to $\delta_i-\bar\delta$. The thickness-weighted sum of these differences is zero.

Write $s_1,s_2$ for the sines of two consecutive orders. When $2\delta\ll s_1^2$, $\sqrt{s^2-2\delta}\approx s-\delta/s$, and

$$\Big(s_2-\frac{\delta}{s_2}\Big)-\Big(s_1-\frac{\delta}{s_1}\Big)
=(s_2-s_1)\Big(1+\frac{\delta}{s_1s_2}\Big).$$

The corrected period is therefore

$$\Lambda\approx\frac{\lambda}{2(s_2-s_1)}\,\frac{1}{1+\delta/(s_1s_2)}. \tag{11}$$

Formula (3) alone gives a period that is too large, and most strongly at low angle.

## Uncertainty of the angles

Differentiating (3) at fixed $\lambda$ gives

$$\frac{d\Lambda}{\Lambda}=-\frac{\cos\theta_{n+1}\,d\theta_{n+1}-\cos\theta_n\,d\theta_n}{\sin\theta_{n+1}-\sin\theta_n}.$$

For independent errors of standard deviation $\sigma$ in radians the variances add:

$$\frac{\sigma_\Lambda}{\Lambda}=\frac{\sigma\sqrt{\cos^2\theta_{n+1}+\cos^2\theta_n}}{\sin\theta_{n+1}-\sin\theta_n}. \tag{12}$$

A common offset $\eta$ of both angles acts differently. The numerator becomes $(\cos\theta_{n+1}-\cos\theta_n)\eta\approx-\eta\,\Delta\theta\sin\bar\theta$, the denominator is about $\Delta\theta\cos\bar\theta$, and $d\Lambda/\Lambda\approx\eta\tan\bar\theta$. The small separation has cancelled, so a zero error of the angle scale matters much less than a random error of the same size, except when $\bar\theta$ is close to $90^\circ$, where $\tan\bar\theta$ is large. This estimate is for (3). When (10) is used at low angle the offset does not cancel as well: for orders 1 and 2 of the example below, $0.001^\circ$ changes the period by a fraction $2.7\times10^{-4}$, against $3.6\times10^{-3}$ for random errors of that size.

## Worked example

The model has $\lambda=0.154$ nm. A period consists of 24 planes of spacing 0.280 nm and strength 30, then 12 planes of spacing 0.286 nm and strength 24. Its thickness is

$$\Lambda=24(0.280)+12(0.286)=6.720+3.432=10.152\ \text{nm}.$$

The waves from all planes of 30 periods were summed numerically on a grid of angles. Each satellite was taken as the highest point within $0.25^\circ$ and refined by finding the zero of the intensity derivative. Polarization, absorption, thermal motion and the substrate are left out. Between the satellites lie the subsidiary fringes of $S$. The two beside satellite 0 reach 0.048 and 0.046, more than satellites $-1$ and $+2$, and must not be taken for satellites.

| Satellite | $\theta$ (deg) | $\sin\theta$ | Relative intensity |
|---|---|---|---|
| $-1$ | 15.3939 | 0.265454 | 0.020 |
| $0$ | 15.8459 | 0.273050 | 1 |
| $+1$ | 16.2978 | 0.280630 | 0.089 |
| $+2$ | 16.7528 | 0.288243 | 0.0020 |

For satellites 0 and $+1$ the sine difference, formed before rounding, is 0.007579, and

$$\Lambda=\frac{0.154\ \text{nm}}{2(0.007579)}=10.16\ \text{nm},$$

which is 0.07 % above the true period. The pair $-1,0$ gives 10.14 nm, 0.16 % too small, and the pair $+1,+2$ gives 10.11 nm, 0.38 % too small.

These errors come from the finite number of periods. For satellite $+2$, $g=31.43$ nm, and (8) gives

$$\delta q=\frac{6(31.43)}{899(10.152)^2}=2.04\times10^{-3}\ \text{nm}^{-1},$$

against $1.97\times10^{-3}\ \text{nm}^{-1}$ found from the sum. For satellite $+1$, $g=-6.11$ nm, so its peak moves the other way. Equation (9) then predicts an error of $-0.39\,\%$ for this pair, close to the $-0.38\,\%$ found. With 120 periods the error is $-0.0245\,\%$, smaller by a factor of 15.6. The leading law gives $(120^2-1)/(30^2-1)=16.0$. The difference is of the size of the 3 % by which (8) overstates the shift of satellite $+2$ at 30 periods.

The absolute order follows from $\sin\theta_0/(\sin\theta_{+1}-\sin\theta_0)=0.273050/0.007579=36.03$, hence $n=36$. In this model the period holds exactly 36 planes, so (2) can be applied to satellite 0 alone: $\Lambda=36(0.154)/[2(0.273050)]=10.152$ nm. This is only $N\bar d$, and it fails if the number of planes per period is not whole. With 24.4 planes of the first kind per cycle the period is 10.264 nm, (3) gives 10.27 nm and the ratio is 36.43, while rounding to 36 gives 10.151 nm, 1.1 % too small. The single-peak value also carries refraction in full (10.151 nm for $\delta\approx1.0\times10^{-5}$) and an angle offset as $\eta\cot\theta$.

A random error of $0.001^\circ=1.745\times10^{-5}$ rad in each angle gives, by (12), a period uncertainty of 0.31 %, or 0.03 nm, for the pair $0,+1$. This exceeds the finite-$M$ error of that pair. A common offset of $0.001^\circ$ changes the period by a fraction of only about $5\times10^{-6}$.

For refraction, let the layers have $\delta_A=1.1\times10^{-5}$ and $\delta_B=0.8\times10^{-5}$, with thickness-weighted mean $0.9986\times10^{-5}$ and layer A on top. At the angles of the pair $0,+1$ the correction in (11) is $1.3\times10^{-4}$, or 0.0013 nm. At low angle it is large. The reflectivity of 30 periods on a medium with the mean $\delta$ was computed by combining the reflections at all interfaces recursively, multiple reflections included. Orders 1 and 2 have their maxima at sines 0.008793 and 0.015819. Formula (3) gives 10.96 nm, 8.0 % too large, whereas the square roots of (10) give

$$\Lambda=\frac{0.154\ \text{nm}}{2(0.015175-0.007573)}=10.13\ \text{nm}.$$

The remaining error is $-0.2\,\%$. It depends on the stack: with layer B on top the two periods are 10.95 and 10.12 nm and the error is $-0.3\,\%$, and with 120 periods the error is $-0.04\,\%$.
